**Field exponent at an electrode–dielectric–air contact**

Near a flat electrode the potential varies as $r^\nu$, where $r$ is the distance from the contact, $\alpha$ the air angle and $\kappa>1$ the dielectric-to-air permittivity ratio. The program asserts that exponents from angular finite elements agree with the matching condition in six cases, with $\nu<1$ for the acute angles and $\nu>1$ for the obtuse ones. It also asserts the integral identity that fixes this sign, the weak-contrast law in one case, and second exponents above one. A two-dimensional finite-element cell tests the exponents at both contacts, the amplitude of the singular term and the air-to-dielectric field ratio. Two further cells test the exponents for long dc bias and for an air corner on a dielectric liner. For $\kappa=3$ and a 45° air wedge, the output gives $\nu=0.839$ and a field 1 nm from the contact about twice the mean field of a 20 nm gap. Blunting of the contact is not simulated.

## Program and output

```python
"""
Result under test: on a flat electrode, with air in a wedge of angle alpha and a
dielectric (permittivity ratio kappa > 1) in the remaining angle beta = pi - alpha,
the potential near the contact varies as r**nu, where nu is the lowest root of
    kappa sin(nu alpha) cos(nu beta) + cos(nu alpha) sin(nu beta) = 0.
nu < 1 (divergent field) for acute alpha, nu > 1 (vanishing field) for obtuse alpha.
The full cell has electrodes at y = 0 and y = 1 (unit: gap) at potentials 0 and 1
(unit: applied voltage), crossed by a straight interface x = y cot(alpha), air on
the right. Fields of the cell are in units of the mean field.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.interpolate import RegularGridInterpolator
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

pi = np.pi


def lowest_exponent(kappa, alpha):
    """Lowest root of the matching condition, for kappa > 1."""
    beta = pi - alpha
    if abs(alpha - pi / 2) < 1e-12:
        return 1.0

    def mismatch(v):
        return (kappa * np.sin(v * alpha) * np.cos(v * beta)
                + np.cos(v * alpha) * np.sin(v * beta))
    other_end = min(pi / (2 * beta), pi / alpha)   # infinite-contrast limit
    return brentq(mismatch, *sorted((1.0, other_end)), xtol=1e-13)


def angular_modes(kappa, alpha, n=200):
    """Two lowest exponents from linear finite elements in the angle."""
    theta = np.concatenate([np.linspace(0, alpha, n + 1),
                            np.linspace(alpha, pi, n + 1)[1:]])
    h = np.diff(theta)
    eps = np.where(np.arange(2 * n) < n, 1.0, kappa)
    size = 2 * n + 1
    stiff, mass = np.zeros((size, size)), np.zeros((size, size))
    for k in range(2 * n):
        block = np.ix_([k, k + 1], [k, k + 1])
        stiff[block] += eps[k] / h[k] * np.array([[1, -1], [-1, 1]])
        mass[block] += eps[k] * h[k] / 6 * np.array([[2, 1], [1, 2]])
    stiff, mass = stiff[1:-1, 1:-1], mass[1:-1, 1:-1]
    w, vec = eigh(stiff, mass, subset_by_index=[0, 1])
    mode = vec[:, 0] / vec[np.argmax(abs(vec[:, 0])), 0]
    overlap = np.sin(theta[1:-1]) @ mass @ mode
    return np.sqrt(w), mode, overlap, mode[n - 1]


# ---- angular problem: exponents, cause of the sign, higher modes ----
for kap, deg in [(3, 45), (3, 15), (10, 60), (3, 120), (8, 150), (2, 90)]:
    a = np.radians(deg)
    exps, mode, overlap, at_interface = angular_modes(kap, a)
    assert abs(exps[0] - lowest_exponent(kap, a)) < 2e-4
    assert exps[1] > 1.0 and mode.min() > 0
    source = (1 - kap) * at_interface * np.cos(a)
    assert abs((exps[0]**2 - 1) * overlap - source) < 1e-3 * kap
    if deg != 90:
        assert (exps[0] < 1) == (deg < 90)
weak_kappa, weak_angle = 1.02, np.radians(30)
weak_shift = 1 - angular_modes(weak_kappa, weak_angle)[0][0]
weak_law = (weak_kappa - 1) / (weak_kappa + 1) * np.sin(2 * weak_angle) / pi
assert abs(weak_shift / weak_law - 1) < 0.02


# ---- complete two-dimensional cell ----
def graded(length, smallest=1e-6, ratio=1.12):
    n = int(np.ceil(np.log(length / smallest) / np.log(ratio)))
    return np.geomspace(smallest, length, n + 1)


class Cell:
    """Finite-element potential; liner = dielectric film on the lower electrode."""

    def __init__(self, kappa, alpha, liner=0.0):
        self.alpha, self.liner, self.cot = alpha, liner, 1 / np.tan(alpha)
        g = graded(4.0)
        s = np.concatenate([-g[::-1], [0.0], g])       # s = x - y cot(alpha)
        if liner > 0:
            y = np.concatenate([liner - graded(liner)[::-1], [liner],
                                liner + graded(1 - liner)])
        else:
            half = graded(0.5)
            y = np.concatenate([[0.0], half, 1 - half[::-1][1:], [1.0]])
        y[0], y[-1] = 0.0, 1.0
        ns, ny = len(s), len(y)
        xx = (s[:, None] + y[None, :] * self.cot).ravel()
        yy = np.broadcast_to(y, (ns, ny)).ravel()
        idx = np.arange(ns * ny).reshape(ns, ny)
        n00, n10 = idx[:-1, :-1].ravel(), idx[1:, :-1].ravel()
        n01, n11 = idx[:-1, 1:].ravel(), idx[1:, 1:].ravel()
        air = ((s[:-1] + s[1:])[:, None] > 0) & ((y[:-1] + y[1:])[None, :] / 2 > liner)
        eps = np.where(air, 1.0, kappa).ravel()
        tri = np.vstack([np.column_stack([n00, n10, n01]),
                         np.column_stack([n10, n11, n01])])
        eps = np.concatenate([eps, eps])
        px, py = xx[tri], yy[tri]
        b = np.roll(py, -1, axis=1) - np.roll(py, -2, axis=1)
        c = np.roll(px, -2, axis=1) - np.roll(px, -1, axis=1)
        twice_area = abs(b[:, 0] * c[:, 1] - b[:, 1] * c[:, 0])
        local = (b[:, :, None] * b[:, None, :] + c[:, :, None] * c[:, None, :])
        local *= (eps / (2 * twice_area))[:, None, None]
        rows, cols = np.repeat(tri, 3, axis=1).ravel(), np.tile(tri, (1, 3)).ravel()
        matrix = coo_matrix((local.ravel(), (rows, cols)),
                            shape=(ns * ny, ns * ny)).tocsr()
        phi = np.zeros((ns, ny))
        phi[:, -1] = 1.0
        phi[0] = y
        layered = np.where(y < liner, y / kappa, liner / kappa + y - liner)
        phi[-1] = layered / (1 - liner + liner / kappa)
        free = idx[1:-1, 1:-1].ravel()
        flat = phi.ravel()
        rhs = -(matrix @ flat)[free]
        flat[free] = spsolve(matrix[free][:, free].tocsc(), rhs,
                             permc_spec="MMD_AT_PLUS_A")
        self.interp = RegularGridInterpolator((s, y), flat.reshape(ns, ny))

    def potential(self, x, y):
        x, y = np.broadcast_arrays(np.asarray(x, float), np.asarray(y, float))
        y = np.clip(y, 0, 1)
        return self.interp(np.column_stack([(x - y * self.cot).ravel(), y.ravel()]))

    def across_wedge(self, r):
        """Potential difference between the two faces of the air wedge at distance r."""
        x0, t, a = self.liner * self.cot, self.liner, self.alpha
        upper = self.potential(x0 + r * np.cos(a), t + r * np.sin(a))
        return (upper - self.potential(x0 + r, t))[0]

    def wedge_field(self, r):
        return self.across_wedge(r) / (2 * r * np.sin(self.alpha / 2))

    def electrode_field(self, x):
        height = 0.02 * abs(x)
        return self.potential(x, height)[0] / height

    def top_drop(self, r):
        """Potential difference from the upper contact along the interface."""
        a = self.alpha
        return 1 - self.potential(self.cot - r * np.cos(a), 1 - r * np.sin(a))[0]


def slope(function, r1, r2):
    return np.log(function(r2) / function(r1)) / np.log(r2 / r1)


kappa, angle_deg = 3.0, 45.0
gap_nm, volts, liner_nm = 20.0, 1.0, 2.0
alpha = np.radians(angle_deg)
beta = pi - alpha
contrast = (kappa - 1) / (kappa + 1)
nu = lowest_exponent(kappa, alpha)
nu_top = lowest_exponent(kappa, beta)
assert abs(nu - 2 / pi * np.arccos(contrast / 2)) < 1e-10

cell = Cell(kappa, alpha)
nu_cell = slope(cell.across_wedge, 1e-4, 1e-3)
nu_top_cell = slope(cell.top_drop, 3e-5, 3e-4)
assert abs(nu_cell - nu) < 0.008
assert abs(nu_top_cell - nu_top) < 0.008


def arc_amplitude(radius):
    """Interface amplitude P from the weighted projection on a half circle."""
    ta, td = np.linspace(0, alpha, 801), np.linspace(alpha, pi, 801)
    ma = np.sin(nu * ta) / np.sin(nu * alpha)
    md = np.sin(nu * (pi - td)) / np.sin(nu * beta)
    pa = cell.potential(radius * np.cos(ta), radius * np.sin(ta))
    pd = cell.potential(radius * np.cos(td), radius * np.sin(td))
    top = simpson(pa * ma, x=ta) + kappa * simpson(pd * md, x=td)
    norm = simpson(ma**2, x=ta) + kappa * simpson(md**2, x=td)
    return top / norm / radius**nu


p_small, p_large = arc_amplitude(0.3), arc_amplitude(0.6)
p_near = cell.across_wedge(1e-3) / 1e-3**nu
assert p_small > 0
assert abs(p_small / p_large - 1) < 0.01
assert abs(p_small / p_near - 1) < 0.02
air_amplitude = p_small / np.sin(nu * alpha)


def leading_field(r):
    return nu * air_amplitude * r**(nu - 1)


assert abs(cell.electrode_field(0.005) / leading_field(0.005) - 1) < 0.03
ratio_law = np.sin(nu * beta) / np.sin(nu * alpha)
ratio_cell = cell.electrode_field(0.002) / cell.electrode_field(-0.002)
assert abs(ratio_cell / ratio_law - 1) < 0.03

# ---- effects outside the ideal model ----
dc_cell = Cell(1e5, alpha)             # conductivity ratio replaces permittivity ratio
nu_dc = pi / (2 * beta)
nu_dc_cell = slope(dc_cell.across_wedge, 1e-4, 1e-3)
assert abs(nu_dc_cell - nu_dc) < 0.008
liner_cell = Cell(kappa, alpha, liner_nm / gap_nm)
nu_liner = lowest_exponent(kappa, alpha / 2)
nu_liner_cell = slope(liner_cell.across_wedge, 3e-5, 3e-4)
assert abs(nu_liner_cell - nu_liner) < 0.008

mean_field = volts / (gap_nm * 1e-7) / 1e6            # MV/cm
resistivity_ohm_cm = 1e15
relaxation_s = const.epsilon_0 * kappa * resistivity_ohm_cm * 1e-2
r_blunt = 1.0 / gap_nm
field_1nm = cell.electrode_field(r_blunt) * mean_field
dc_field_1nm = dc_cell.electrode_field(r_blunt) * mean_field
strong_field = 10.0                                   # MV/cm
reach_nm = gap_nm * (leading_field(1.0) * mean_field / strong_field)**(1 / (1 - nu))
dc_coeff = dc_cell.electrode_field(1e-3) * 1e-3**(1 - nu_dc)
reach_dc_nm = gap_nm * (dc_coeff * mean_field / strong_field)**(1 / (1 - nu_dc))
work_function, ionization = 4.5, 12.0                 # eV, rough
lowering = np.sqrt(const.e * field_1nm * 1e8 / (4 * pi * const.epsilon_0))
barrier = work_function - volts - lowering
decay = np.sqrt(2 * const.m_e * barrier * const.e) / const.hbar
log10_tunnel = -2 * decay * gap_nm * 1e-9 / np.log(10)
temperature, pressure_torr, molecule_nm = 378.0, 760.0, 0.37
free_path_nm = (const.k * temperature / (np.sqrt(2) * pi * (molecule_nm * 1e-9)**2
                * pressure_torr * const.torr)) * 1e9
best = minimize_scalar(lambda a: lowest_exponent(kappa, a),
                       bounds=(0.05, 1.5), method="bounded")

print(f"Permittivity ratio kappa: {kappa:.1f}; contrast K: {contrast:.3f}")
print(f"Gap: {gap_nm:.0f} nm; voltage: {volts:.1f} V; mean field: {mean_field:.2f} MV/cm")
print(f"Air wedge angle at lower contact: {angle_deg:.0f} deg")
for deg in (15, 30, 45, 60, 75, 90, 105, 120, 135, 150):
    print(f"Exponent nu for air angle {deg} deg: "
          f"{lowest_exponent(kappa, np.radians(deg)):.4f}")
print(f"Smallest nu at this kappa: {best.fun:.4f} at {np.degrees(best.x):.1f} deg")
print(f"Weak contrast (kappa {weak_kappa}, 30 deg) 1-nu: elements {weak_shift:.5f}, "
      f"law {weak_law:.5f}")
print(f"Second exponent at 45 deg (angular elements): "
      f"{angular_modes(kappa, alpha)[0][1]:.3f}")
print(f"Lower contact nu: formula {nu:.4f}, cell {nu_cell:.4f}")
print(f"Upper contact nu: formula {nu_top:.4f}, cell {nu_top_cell:.4f}")
print(f"Interface amplitude P (gap and voltage units): arc 0.3 {p_small:.4f}, "
      f"arc 0.6 {p_large:.4f}, near contact {p_near:.4f}")
print(f"Air amplitude A (gap and voltage units): {air_amplitude:.4f}")
print(f"Air/dielectric field ratio: formula {ratio_law:.3f}, cell {ratio_cell:.3f}")
for r_nm in (10.0, 3.0, 1.0, 0.3, 0.1):
    r = r_nm / gap_nm
    print(f"Air field on electrode at {r_nm:g} nm: cell "
          f"{cell.electrode_field(r) * mean_field:.3f}, leading term "
          f"{leading_field(r) * mean_field:.3f} MV/cm")
print(f"Enhancement over mean field at 1 nm: {field_1nm / mean_field:.2f}")
print(f"Distance where ideal law gives {strong_field:.0f} MV/cm: {reach_nm:.1e} nm")
print(f"Rough resistivity: {resistivity_ohm_cm:.0e} ohm cm; "
      f"relaxation time: {relaxation_s:.0f} s")
print(f"Long dc bias nu: formula {nu_dc:.4f}, cell {nu_dc_cell:.4f}")
print(f"Long dc bias air field at 1 nm: {dc_field_1nm:.3f} MV/cm")
print(f"Long dc bias distance for {strong_field:.0f} MV/cm: {reach_dc_nm:.1e} nm")
print(f"Liner {liner_nm:.0f} nm, air corner nu: formula {nu_liner:.4f}, "
      f"cell {nu_liner_cell:.4f}")
print(f"Mean field across air wedge 1 nm from corner: bare "
      f"{cell.wedge_field(r_blunt) * mean_field:.3f}, with liner "
      f"{liner_cell.wedge_field(r_blunt) * mean_field:.3f} MV/cm")
print(f"Rough work function: {work_function:.1f} eV; image lowering at 1 nm field: "
      f"{lowering:.2f} eV")
print(f"Lowest air barrier: {barrier:.2f} eV; log10 tunnelling factor: {log10_tunnel:.0f}")
print(f"Gas mean free path at {temperature:.0f} K, {pressure_torr:.0f} Torr, "
      f"diameter {molecule_nm} nm: {free_path_nm:.0f} nm")
print(f"Largest electron energy gain: {volts:.1f} eV; rough ionization energy: "
      f"{ionization:.0f} eV")
print("all good")
```

Printed output:

```
Permittivity ratio kappa: 3.0; contrast K: 0.500
Gap: 20 nm; voltage: 1.0 V; mean field: 0.50 MV/cm
Air wedge angle at lower contact: 45 deg
Exponent nu for air angle 15 deg: 0.8783
Exponent nu for air angle 30 deg: 0.8363
Exponent nu for air angle 45 deg: 0.8391
Exponent nu for air angle 60 deg: 0.8706
Exponent nu for air angle 75 deg: 0.9252
Exponent nu for air angle 90 deg: 1.0000
Exponent nu for air angle 105 deg: 1.0868
Exponent nu for air angle 120 deg: 1.1549
Exponent nu for air angle 135 deg: 1.1609
Exponent nu for air angle 150 deg: 1.1170
Smallest nu at this kappa: 0.8333 at 36.0 deg
Weak contrast (kappa 1.02, 30 deg) 1-nu: elements 0.00273, law 0.00273
Second exponent at 45 deg (angular elements): 2.000
Lower contact nu: formula 0.8391, cell 0.8392
Upper contact nu: formula 1.1609, cell 1.1610
Interface amplitude P (gap and voltage units): arc 0.3 0.9353, arc 0.6 0.9352, near contact 0.9351
Air amplitude A (gap and voltage units): 1.5273
Air/dielectric field ratio: formula 1.500, cell 1.499
Air field on electrode at 10 nm: cell 0.666, leading term 0.716 MV/cm
Air field on electrode at 3 nm: cell 0.854, leading term 0.869 MV/cm
Air field on electrode at 1 nm: cell 1.032, leading term 1.038 MV/cm
Air field on electrode at 0.3 nm: cell 1.257, leading term 1.259 MV/cm
Air field on electrode at 0.1 nm: cell 1.502, leading term 1.503 MV/cm
Enhancement over mean field at 1 nm: 2.06
Distance where ideal law gives 10 MV/cm: 7.6e-07 nm
Rough resistivity: 1e+15 ohm cm; relaxation time: 266 s
Long dc bias nu: formula 0.6667, cell 0.6671
Long dc bias air field at 1 nm: 2.027 MV/cm
Long dc bias distance for 10 MV/cm: 8.4e-03 nm
Liner 2 nm, air corner nu: formula 0.8500, cell 0.8498
Mean field across air wedge 1 nm from corner: bare 0.986, with liner 1.129 MV/cm
Rough work function: 4.5 eV; image lowering at 1 nm field: 0.39 eV
Lowest air barrier: 3.11 eV; log10 tunnelling factor: -157
Gas mean free path at 378 K, 760 Torr, diameter 0.37 nm: 85 nm
Largest electron energy gain: 1.0 eV; rough ionization energy: 12 eV
all good
```
